# Truncated Coulomb Sturmian and Laguerre expansions: best-fit norms and energy errors, part 1

(Sections cited here and not found follow in the second part.)

## The argument under review

The note expands a radial function $f(r)$ in Coulomb Sturmians $S_m(r)$ of fixed exponent $k$ and angular momentum $l$, keeps $N$ terms, and reasons as follows.

1. The Sturmians are normalised, $\int S_m^2\,dr=1$.
2. They are orthogonal and complete.
3. Hence the truncated sum $g_S=\sum_{m<N}c_mS_m$ is the function of its span that minimises $\int (f-g)^2dr$, and the squared error is $\sum_{m\ge N}c_m^2$.
4. Hence the orthonormal Laguerre functions built on $L_m^{2l+2}$ give the same fit, and this fit also carries the smallest energy error.

Statement 1 is true. Statement 2 is true in two scalar products, neither of which is the product of statement 1. Statement 3 applies the projection theorem in the wrong product, and statement 4 fails in both halves.

## Conventions

Atomic units are used. A three-dimensional function is $\psi=r^{-1}u(r)Y_{lm}$, and the radial function $u$ is real. Functions of different $l,m$ are orthogonal in every product used here, so one channel is treated. With $k>0$, $x=2kr$, $m=0,1,2,\dots$ as the basis index from here on, and $n=m+l+1$,

$$S_m=N_m\,x^{l+1}e^{-x/2}L_m^{2l+1}(x),\qquad N_m^2=\frac{2k\,m!}{2n\,(m+2l+1)!},$$

$$\varphi_m=M_m\,x^{l+1}e^{-x/2}L_m^{2l+2}(x),\qquad M_m^2=\frac{2k\,m!}{(m+2l+2)!},$$

with $N_m,M_m>0$. Three products appear: the $L^2$ product $\langle u|v\rangle=\int uv\,dr$ with norm $\|u\|$, the weighted product $\langle u|r^{-1}|v\rangle$ with norm $\|u\|_w$, and the Sobolev product

$$(u,v)_S=\frac{1}{2k^2}\int_0^\infty\Big[k^2uv+u'v'+\frac{l(l+1)}{r^2}uv\Big]dr. \tag{1}$$

The target $f$ has $f(0)=0$ and finite $\|f\|_S$.

Equation (1) is the quadratic form of $(k^2-\nabla^2)/(2k^2)$. In $\int|\nabla\psi|^2d^3r$ the angular part gives $l(l+1)u^2/r^2$, and the radial part is $r^2[(u/r)']^2=u'^2-2uu'/r+u^2/r^2=u'^2-(u^2/r)'$. The total derivative contributes nothing: at the origin the Cauchy–Schwarz inequality gives $u(r)^2\le r\int_0^r u'^2$, so $u^2/r\to0$, and the same inequality applied to $(u^2)'=2uu'$ shows that $u$ is bounded, so $u^2/r\to0$ at infinity. By Parseval's theorem,

$$\|u\|_S^2=\int\frac{k^2+p^2}{2k^2}\,|\hat\psi(\mathbf p)|^2d^3p. \tag{2}$$

The Sobolev norm weights momenta above $k$ more than the $L^2$ norm does and momenta below $k$ less.

It controls the other two norms. Dropping the non-negative gradient terms in (1) gives $\|u\|^2\le2\|u\|_S^2$. Integration by parts gives $\int u^2/r^2=2\int uu'/r\le 2\,(\int u^2/r^2)^{1/2}\|u'\|$, which is Hardy's inequality $(\int u^2/r^2)^{1/2}\le2\|u'\|$. Then $\int u^2/r\le\|u\|\,(\int u^2/r^2)^{1/2}\le2\|u\|\|u'\|\le(k^2\|u\|^2+\|u'\|^2)/k\le2k\|u\|_S^2$. A series that converges in the Sobolev norm therefore converges in all three norms.

## Four Laguerre identities

The polynomials are defined by

$$G_\alpha(x,w)=\sum_m L_m^\alpha(x)w^m=(1-w)^{-\alpha-1}e^{-xy},\qquad y=\frac{w}{1-w},$$

for integer $\alpha\ge0$. The factor $e^{-xy}$ brings $x^j$ with at least $w^j$, and $x^mw^m$ has the coefficient $(-1)^m/m!\ne0$, so $L_m^\alpha$ has degree $m$.

Differential equation. Since $\partial_xG=-yG$, one has $xG''+(\alpha+1-x)G'=[xy^2-(\alpha+1)y+xy]G$. Since $dy/dw=(1-w)^{-2}$ and $1/(1-w)=1+y$, one has $w\,\partial_wG=[(\alpha+1)y-xy(1+y)]G$. The two brackets cancel, and the coefficient of $w^m$ is

$$xL''+(\alpha+1-x)L'+mL=0. \tag{3}$$

Orthogonality. With $y'=v/(1-v)$, the integral $\int x^\alpha e^{-x}G(x,w)G(x,v)\,dx$ equals $\alpha!\,[(1-w)(1-v)(1+y+y')]^{-\alpha-1}$. The bracket is $(1-w)(1-v)+w(1-v)+v(1-w)=1-wv$, and $\alpha!\,(1-z)^{-\alpha-1}=\sum_m z^m(m+\alpha)!/m!$, so

$$\int_0^\infty x^\alpha e^{-x}L_m^\alpha L_{m'}^\alpha\,dx=\frac{(m+\alpha)!}{m!}\,\delta_{mm'}. \tag{4}$$

Change of index. From $G_\alpha=(1-w)G_{\alpha+1}$, with $L_{-1}=0$, and by summing the telescoping terms,

$$L_m^\alpha=L_m^{\alpha+1}-L_{m-1}^{\alpha+1},\qquad L_m^{\alpha+1}=\sum_{j\le m}L_j^\alpha. \tag{5}$$

Laplace integral. For $s>1/2$, $\int x^\alpha e^{-sx}G\,dx=\alpha!\,[(1-w)(s+y)]^{-\alpha-1}=\alpha!\,[s-(s-1)w]^{-\alpha-1}$. With $t=(s-1)/s$,

$$\int_0^\infty x^\alpha e^{-sx}L_m^\alpha\,dx=\frac{(m+\alpha)!}{m!}\,\frac{t^m}{s^{\alpha+1}}. \tag{6}$$

## In which product the Sturmians are orthogonal

For $u=x^{l+1}e^{-x/2}L$, two differentiations give

$$u_{xx}=x^{l+1}e^{-x/2}\Big[L''+\Big(\frac{2l+2}{x}-1\Big)L'+\Big(\frac{l(l+1)}{x^2}-\frac{l+1}{x}+\frac14\Big)L\Big].$$

For $\alpha=2l+1$, equation (3) turns the first two terms into $-mL/x$, so $u_{xx}=[l(l+1)/x^2-n/x+1/4]u$. With $d^2/dr^2=4k^2d^2/dx^2$ and $4k^2n/x=2nk/r$,

$$-S_m''+\frac{l(l+1)}{r^2}S_m+k^2S_m=\frac{2nk}{r}S_m. \tag{7}$$

This is $(k^2-\nabla^2)\psi=(2nk/r)\psi$: all Sturmians share the energy $-k^2/2$, and $S_m$ is a bound state of the charge $nk$.

In the weighted product $dr/r=dx/x$, the weight becomes $x^{2l+1}e^{-x}$, and (4) gives $N_m^2(m+2l+1)!/m!=2k/(2n)$:

$$\langle S_m|r^{-1}|S_{m'}\rangle=\frac kn\,\delta_{mm'}. \tag{8}$$

In the Sobolev product, $\int S_m'f'dr=[S_m'f]_0^\infty-\int S_m''f\,dr$. The boundary term vanishes because $f(0)=0$ with $S_m'(0)$ finite, and $f$ is bounded while $S_m'$ decays exponentially. Equation (7) then gives

$$(S_m,f)_S=\frac1{2k^2}\int\frac{2nk}{r}S_mf\,dr=\frac nk\langle S_m|r^{-1}|f\rangle\equiv c_m. \tag{9}$$

Setting $f=S_{m'}$ and using (8) yields $(S_m,S_{m'})_S=\delta_{mm'}$. The Sturmians are orthonormal in the Sobolev product and orthogonal in the weighted one, and both products assign the same coefficient $c_m$: the weighted projection coefficient is $\langle S_m|r^{-1}|f\rangle/(k/n)$, which is (9).

In the $L^2$ product the weight is $x^{2l+2}e^{-x}\,dx/(2k)$, so (4) with $\alpha=2l+2$ makes the $\varphi_m$ orthonormal. The first identity (5) connects the two sets:

$$S_m=a_m\varphi_m-b_m\varphi_{m-1},\qquad a_m=\frac{N_m}{M_m}=\sqrt{\frac{n+l+1}{2n}},\qquad b_m=\frac{N_m}{M_{m-1}}=\sqrt{\frac{m}{2n}}, \tag{10}$$

where $m+2l+2=n+l+1$ was used for $a_m$, and $M_{m-1}^2=2k(m-1)!/(m+2l+1)!$ for $b_m$. The $L^2$ overlaps follow from orthonormality of the $\varphi_m$. On the diagonal, $a_m^2+b_m^2=(n+l+1+m)/(2n)=1$, because $m+l+1=n$. Next to it, $S_m$ and $S_{m+1}$ share $\varphi_m$ only:

$$\langle S_m|S_{m+1}\rangle=-a_mb_{m+1}=-\frac12\sqrt{\frac{(n-l)(n+l+1)}{n(n+1)}}. \tag{11}$$

More distant pairs share no $\varphi$ and are orthogonal. For $l=0$ every neighbour overlap is $-1/2$. One constant $N_m$ thus normalises $S_m$ in the $L^2$ norm and in the Sobolev norm at once, which is why statements 1 and 2 seem to speak of the same product. The off-diagonal elements tell the products apart.

Completeness holds in the Sobolev norm. Let $(S_m,g)_S=0$ for all $m$. By (9), $\int S_m\,g\,dr/r=0$, and since the $L_m^{2l+1}$ span all polynomials, $\int r^{l+j}e^{-kr}g\,dr=0$ for all $j\ge0$. The function $F(\lambda)=\int r^lg\,e^{-\lambda r}dr$ is analytic for $\mathrm{Re}\,\lambda>0$ because $g$ is square integrable, and these integrals are, up to sign, its derivatives at $\lambda=k$. So $F$ vanishes on the half-plane, in particular on the line $\lambda=k+i\omega$, where it is the Fourier transform of the integrable function $r^lg\,e^{-kr}$ on $r>0$. Hence $g=0$. The series $f=\sum c_mS_m$ converges in all three norms, and

$$\sum_mc_m^2=\|f\|_S^2,\qquad \|f-g_S\|_S^2=\sum_{m\ge N}c_m^2,\qquad \|f-g_S\|_w^2=\sum_{m\ge N}\frac kn\,c_m^2. \tag{12}$$

The tail sum in statement 3 is the Sobolev error, not the $L^2$ error.

A reader who takes statements 1 and 2 literally may use the plain overlaps $\langle S_m|f\rangle$ as coefficients. Inserting the series for $f$ shows that they are $c_m$ plus the two neighbouring coefficients times overlaps of size at most $1/2$, so they are square summable and define a function $h$ with $(S_m,h)_S=\langle S_m|f\rangle$. By completeness $(v,h)_S=\langle v|f\rangle$ for every $v$, which by (2) means that the transform of $h$ is $2k^2/(k^2+p^2)$ times that of $f$. The difference $f-h$ has the multiplier $(p^2-k^2)/(p^2+k^2)$, which vanishes only on the sphere $p=k$. A square-integrable function cannot live on a set of zero volume, so $h\ne f$ for every nonzero $f$.

## Two projectors on one space

Both $\{S_m\}_{m<N}$ and $\{\varphi_m\}_{m<N}$ consist of $r^{l+1}e^{-kr}$ times polynomials of degrees $0,\dots,N-1$, so they span the same space $V_N$. The note is right that the Laguerre functions add no new shapes. What differs is the element of $V_N$ that each truncation selects.

In any scalar product, if $f-g$ is orthogonal to $V_N$ with $g\in V_N$, then every $v\in V_N$ obeys $\|f-v\|^2=\|f-g\|^2+\|g-v\|^2$, because the cross term vanishes, so $g$ is the unique best fit in that norm. The residual $e_S=f-g_S=\sum_{m\ge N}c_mS_m$ is orthogonal to $V_N$ in the Sobolev and weighted products, so $g_S$ is the best fit in both. The sum $g_L=\sum_{m<N}d_m\varphi_m$ with $d_m=\langle\varphi_m|f\rangle$ has a residual $e_L$ that is $L^2$-orthogonal to $V_N$, so $g_L$ is the least-squares fit.

By (10), $\varphi_m$ occurs in $S_m$ and $S_{m+1}$ only. Taking $\langle\varphi_m|\cdot\rangle$ of the series term by term, which $L^2$ convergence permits,

$$d_m=a_mc_m-b_{m+1}c_{m+1}. \tag{13}$$

In $g_S$ the coefficient of $\varphi_m$ is the same expression for $m<N-1$, while for $m=N-1$ the term $-b_Nc_N$ is missing because $S_N$ has been cut off. Therefore

$$g_L-g_S=\delta\,\varphi_{N-1},\qquad\delta=-b_Nc_N=-c_N\sqrt{\frac{N}{2(N+l+1)}}. \tag{14}$$

The fits differ along one function, by an amount set by the first omitted coefficient, and they coincide exactly when $c_N=0$. This is the condition under which the first half of statement 3 holds.

The cost of the difference needs the norms of $\varphi_m$. The second identity (5) gives $\varphi_m=\sum_{j\le m}(M_m/N_j)S_j$, with, for $\alpha=2l+1$ and $2n_j=2j+\alpha+1$,

$$\Big(\frac{M_m}{N_j}\Big)^2=\frac{m!}{(m+\alpha+1)!}\;2n_j\,\frac{(j+\alpha)!}{j!}.$$

The sum needed is $\sum_{j=0}^m(j+\beta)!/j!=(m+\beta+1)!/[(\beta+1)\,m!]$. It holds at $m=0$, and the difference of the right side between $m$ and $m-1$ is $(m+\beta)!\,[(m+\beta+1)-m]/[(\beta+1)m!]=(m+\beta)!/m!$. With $\beta=\alpha$ it gives $A=\sum_j(j+\alpha)!/j!=(m+\alpha+1)!/[(\alpha+1)m!]$. With $j=i+1$ and $\beta=\alpha+1$ it gives $B=\sum_jj\,(j+\alpha)!/j!=\sum_{i=0}^{m-1}(i+\alpha+1)!/i!=(m+\alpha+1)!/[(\alpha+2)(m-1)!]$. Sobolev orthonormality and (8) then yield

$$\|\varphi_m\|_S^2=\frac{m!\,[(\alpha+1)A+2B]}{(m+\alpha+1)!}=1+\frac{2m}{2l+3},\qquad \|\varphi_m\|_w^2=\frac{m!\;2kA}{(m+\alpha+1)!}=\frac k{l+1}. \tag{15}$$

Writing $\sigma=1+2(N-1)/(2l+3)$ and applying the Pythagorean relation in each norm,

$$\|e_S\|^2=\|e_L\|^2+\delta^2,\qquad\|e_L\|_S^2=\|e_S\|_S^2+\sigma\delta^2,\qquad\|e_L\|_w^2=\|e_S\|_w^2+\frac{k}{l+1}\delta^2. \tag{16}$$

These are exact for every admissible $f$. The penalties are unequal. The Sturmian sum pays $\delta^2\le c_N^2/2$ in the $L^2$ norm, which tends to zero. The Laguerre sum pays $\sigma\delta^2$ in the Sobolev norm, where $\sigma$ grows linearly in $N$ because $\varphi_{N-1}$ carries ever more kinetic energy. At large $N$, $\sigma\delta^2\approx Nc_N^2/(2l+3)$, and square summability does not force this to zero: $f=\sum_{j\ge1}S_{j^2}/j$ has finite Sobolev norm, yet $\sigma\delta^2\to1/(2l+3)$ along $N=j^2$. The least-squares fit always converges in $L^2$, since $\|e_L\|\le\|e_S\|$, but need not converge in the Sobolev norm.

## A target with closed forms

Let $f=A_0r^{l+1}e^{-\zeta r}$ with $A_0^2=(2\zeta)^{2l+3}/(2l+2)!$, so $\|f\|=1$. Equation (7) with $m=0$ and $k\to\zeta$ shows $Hf=Ef$ for $H=-\tfrac12\nabla^2-Z/r$ (no relativity, fixed point nucleus), $Z=(l+1)\zeta$, $E=-\zeta^2/2$. It is the nodeless, lowest state of the channel. In the overlap integrals the exponent is $e^{-x/2-\zeta r}=e^{-sx}$ with

$$s=\frac{k+\zeta}{2k},\qquad t=\frac{s-1}{s}=\frac{\zeta-k}{\zeta+k},\qquad s=\frac1{1-t},\qquad \frac{1+t}{1-t}=\frac\zeta k,\qquad q\equiv t^2<1.$$

With $r^{l+1}dr=(2k)^{-l-2}x^{l+1}dx$ and (6) for $\alpha=2l+2$,

$$d_m=M_mA_0(2k)^{-l-2}s^{-(2l+3)}\frac{(m+2l+2)!}{m!}t^m.$$

Squaring, the factorials combine to $\binom{m+2l+2}{m}$ and the powers to $[\zeta/(ks^2)]^{2l+3}$, where $\zeta/(ks^2)=4k\zeta/(k+\zeta)^2=1-q$:

$$d_m=(1-q)^{l+3/2}\sqrt{\binom{m+2l+2}{m}}\;t^m. \tag{17}$$

With $r^ldr=(2k)^{-l-1}x^ldx$ and $\alpha=2l+1$, (9) gives $c_m=(n/k)N_mA_0(2k)^{-l-1}s^{-(2l+2)}t^m(m+2l+1)!/m!$. The ratio is $c_m/d_m=(n/k)(2k)\,s\,a_m/(n+l+1)=s\,a_m/a_m^2$, so

$$c_m=\frac{s\,d_m}{a_m}=\frac{d_m}{1-t}\sqrt{\frac{2n}{n+l+1}}. \tag{18}$$

In (14), $b_N/a_N=\sqrt{N/(N+2l+2)}$, and (17) gives $d_N/d_{N-1}=t\sqrt{(N+2l+2)/N}$. The roots cancel:

$$\delta=-\frac{t}{1-t}\,d_{N-1}. \tag{19}$$

For $\zeta=k$, $t=0$ and both fits are exact at $N=1$. For $\zeta\ne k$, $\delta$ is nonzero at every $N$.

All errors reduce to $\delta^2$ and $\varepsilon^2\equiv\|e_L\|^2=\sum_{m\ge N}d_m^2$. From (12) and (18), $\|e_S\|_w^2=2ks^2\sum_{m\ge N}d_m^2/(m+2l+2)$. Put $C_m=\binom{m+2l+2}{m}$. Then $C_m/(m+2l+2)=\binom{m+2l+1}{m}/(2l+2)=(C_m-C_{m-1})/(2l+2)$ by Pascal's rule, and $\sum_{m\ge N}(C_m-C_{m-1})q^m=(1-q)\sum_{m\ge N}C_mq^m-q\,C_{N-1}q^{N-1}$ after shifting the index of the second sum. Multiplying by $(1-q)^{2l+3}$, and using $s^2(1-q)=\zeta/k$ and $s^2q\,d_{N-1}^2=\delta^2$,

$$\|e_S\|_w^2=\frac{\zeta\varepsilon^2-k\delta^2}{l+1},\qquad\|e_L\|_w^2=\frac{\zeta\,\varepsilon^2}{l+1}, \tag{20}$$

the second by (16). Next, $2n/(n+l+1)=2-2(l+1)/(n+l+1)$ gives $\|e_S\|_S^2=2s^2\varepsilon^2-(l+1)\|e_S\|_w^2/k$, and $2s^2-\zeta/k=[(k+\zeta)^2-2k\zeta]/(2k^2)$, so

$$\|e_S\|_S^2=\frac{k^2+\zeta^2}{2k^2}\varepsilon^2+\delta^2,\qquad\|e_L\|_S^2=\frac{k^2+\zeta^2}{2k^2}\varepsilon^2+(1+\sigma)\delta^2. \tag{21}$$

With no term kept, $\varepsilon^2=1$ and the boundary term $\delta^2$ is absent, which gives $\sum c_m^2=(k^2+\zeta^2)/(2k^2)$.

The error ratios depend on $\rho=\delta^2/\varepsilon^2$. One has $\delta^2=s^2d_N^2\,N/(N+2l+2)$ and

$$\frac{\varepsilon^2}{d_N^2}=\sum_{j\ge0}q^j\prod_{i=1}^j\Big(1+\frac{2l+2}{N+i}\Big).$$

Each product is at least 1, so the sum is at least $1/(1-q)$ and $\rho<s^2(1-q)=\zeta/k$ at every $N$. Each product is at most its value $C_j$ at $N=0$, and $\sum C_jq^j$ converges, so the limit $N\to\infty$ may be taken term by term and $\rho\to\zeta/k$. To first order in $1/N$ the product is $1+(2l+2)j/N$; with $\sum jq^j=q/(1-q)^2$ and $1+q/(1-q)=1/(1-q)$,

$$\frac{\|e_S\|^2}{\|e_L\|^2}=1+\rho=1+\frac\zeta k\Big[1-\frac{2l+2}{(1-q)N}+O(N^{-2})\Big]. \tag{22}$$

For this target the squared $L^2$ error of the Sturmian sum exceeds the optimum by a factor that approaches $1+\zeta/k$ from below. The factor is near 1 at every $N$ for a compact basis, $k\gg\zeta$, because $\rho<\zeta/k$. For a diffuse basis, $k\ll\zeta$, the limit is large, but by (22) it is approached only when $N\gg(2l+2)/(1-q)\approx(l+1)\zeta/(2k)$; at fixed $N$ and $k\to0$, (17) and (19) give $\delta^2=s^2q\,d_{N-1}^2\propto k^{2l+1}\to0$ and $\varepsilon^2\to1$, so the factor returns to 1. Since the limit $1+\zeta/k$ can be made arbitrarily large, no bound uniform in $f$ and $N$ exists. For the Sobolev ratio, (21) gives $1+\sigma\rho/[(k^2+\zeta^2)/(2k^2)+\rho]$. At large $N$ the bracket tends to $(k+\zeta)^2/(2k^2)$ and $\sigma\approx2N/(2l+3)$, so

$$\frac{\|e_L\|_S^2}{\|e_S\|_S^2}=\frac{1-t^2}{2l+3}\,N+O(1). \tag{23}$$

All these squared errors still fall as $t^{2N}$ times a power of $N$; the ratios compare prefactors.

The truncated Sturmian sum is thus the best fit in the Sobolev and $1/r$-weighted norms, but it is the least-squares fit only when $c_N=0$. What remains is the claim about the energy error, a worked example with numbers, and the changes the note requires.
